# Does a uniform background dopant stay uniform while another dopant diffuses?

**Question**

I am modelling a donor that diffuses from the surface into a semiconductor uniformly doped with acceptors. The acceptors can also move at the process temperature, but their concentration has no gradient. Fick's law then gives them zero flux, so I keep their profile flat and solve for the donor alone. Is that justified? If it is not, where do the acceptors go, and how large is the error?

**Answer**

It is not justified in general. Fick's law leaves out the drift of charged dopants. The diffusing donor creates an internal electric field, which moves the acceptors even when they have no gradient. They pile up in the donor-rich region and leave a dip ahead of it. For a background that has time to move and is not much denser than the intrinsic density $n_i$ *at the diffusion temperature*, the effect becomes considerable once the donor concentration $C$ reaches $n_i$. It is small when $C\ll n_i$.

I take one dimension with depth $x$, a sealed surface without surface charge, full ionization, constant diffusivities, point defects in equilibrium and non-degenerate carriers. Primes are $x$-derivatives. The background has density $B$, initially $B_0$, and charge number $z=-1$ for acceptors or $z=+1$ for donors. The reduced potential is $\phi=q\psi/kT$, with $\phi=0$ in intrinsic material.

**Why zero gradient is not zero flux**

Let ions hop between planes a distance $a$ apart, with rate $\Gamma$ in each direction without a field. A potential step $a\phi'$ multiplies the forward and backward rates by $e^{\mp za\phi'/2}$. A plane holds $aB$ ions per area, so to leading order in $a$ the flux through the midpoint is

$$J_B=\Gamma a\left[\left(B-\tfrac{aB'}{2}\right)\left(1-\tfrac{za\phi'}{2}\right)-\left(B+\tfrac{aB'}{2}\right)\left(1+\tfrac{za\phi'}{2}\right)\right].$$

The terms in $B$ alone and in $B'\phi'$ cancel, which leaves

$$J_B=-D_B\,(B'+zB\phi'),\qquad D_B=\Gamma a^2 .$$

With $B'=0$ the drift term survives.

**Where the field comes from**

Electrons are far more mobile than dopants, so their current is practically zero: $n'-n\phi'=0$. Hence $n=n_ie^{\phi}$, and $p=n_i^2/n=n_ie^{-\phi}$. Local neutrality requires

$$n-p=2n_i\sinh\phi=N,\qquad N=C+zB .$$

Define $S=n+p=2n_i\cosh\phi=\sqrt{N^2+4n_i^2}$. Differentiating neutrality gives $S\phi'=N'$. Since $S'=NN'/S$, a second derivative gives

$$\phi'=\frac{N'}{S},\qquad \phi''=\frac{N''}{S}-\frac{N\,N'^2}{S^3}.$$

The electric field is $E=-(kT/q)\phi'$. For a donor profile that falls with depth it points inward and pulls negative acceptors back toward the surface.

**Where the pileup and the dip start**

Insert $B=B_0$ into $\partial B/\partial t=-J_B'$:

$$\left.\frac{\partial B}{\partial t}\right|_{0}=zD_BB_0\phi'' .$$

A uniform background can persist only if $\phi''=0$ everywhere. The sealed surface has no field, so $\phi'$ would then have to vanish everywhere.

Take a donor profile $C\propto e^{-x^2/2s^2}$ and $B_0\ll n_i$. Where $C\gg n_i$, $\phi\approx\ln(C/n_i)$ and $\phi''\approx-1/s^2$, so acceptors accumulate. In the tail, where $C\ll n_i$, $\phi\approx C/2n_i$ and $\phi''\approx C''/2n_i$, which is positive for $x>s$, so acceptors are lost. The sign follows the curvature of the potential, not that of $C$.

The two features belong together. Integrating the continuity equation from the sealed surface to a depth where the flux vanishes gives $\int(B-B_0)\,dx=0$, so any pileup is paid for by a depletion elsewhere.

The donor feels the same field. While $B$ is uniform, $N'=C'$ and its flux is

$$J_C=-D_C(C'+C\phi')=-D_C\left(1+\frac{C}{S}\right)C' .$$

**Weak donor: a closed solution**

Let $C$ be small and write $B=B_0+b$. To first order $\phi'=(C'+zb')/S_0$, with $S_0=\sqrt{B_0^2+4n_i^2}$. The products $b\phi'$ and $C\phi'$ are second order and drop out. With $z^2=1$,

$$J_B=-D_B\left[b'+zB_0\frac{C'+zb'}{S_0}\right]=-D^*b'-zD_B\frac{B_0}{S_0}C',\qquad D^*=D_B\left(1+\frac{B_0}{S_0}\right),$$

so that

$$\frac{\partial b}{\partial t}=D^*b''+zD_B\frac{B_0}{S_0}C'',\qquad \frac{\partial C}{\partial t}=D_CC'' .$$

Let $G(D)$ be the initial donor profile spread for time $t$ with diffusivity $D$, so $\partial_tG=DG''$ and $C=G(D_C)$. Try $b=A[G(D_C)-G(D^*)]$, which is zero at $t=0$. Then $\partial_tb-D^*b''=A(D_C-D^*)\,G''(D_C)$, because the terms in $G''(D^*)$ cancel. Matching the source fixes $A$:

$$b=zD_B\frac{B_0}{S_0}\,\frac{G(D_C)-G(D^*)}{D_C-D^*} .$$

For $D_C\to D^*$ the quotient becomes $\partial G/\partial D=tG''$, since $G$ depends on $D$ and $t$ through $Dt$ alone. At the surface of a half-Gaussian the quotient is negative whichever diffusivity is larger, because faster spreading lowers the peak. Acceptors therefore gain there and background donors lose.

With $v_1=s^2+2D_Ct$ and $v_2=s^2+2D^*t$, the sign changes where $v_1^{-1/2}e^{-x^2/2v_1}=v_2^{-1/2}e^{-x^2/2v_2}$. Taking logarithms gives

$$x_0^2=\frac{v_1v_2\ln(v_2/v_1)}{v_2-v_1}.$$

As a test, take a donor peak of $0.001\,n_i$, $B_0=0.5\,n_i$, $s=50$ nm, $D_C=0.2$ nm²/s, $D_B=1$ nm²/s and one hour. The formula and a numerical solution of the full coupled equations both give $x_0=80.05$ nm.

**Does the background eventually become flat again?**

That depends on the donor. If the donor is frozen, zero acceptor flux means $B'/B=\phi'=n'/n$, so $B=Kn$. Neutrality, $n-n_i^2/n=C-Kn$, becomes $(1+K)n^2-Cn-n_i^2=0$, whose positive root is

$$n=\frac{C+\sqrt{C^2+4(1+K)n_i^2}}{2(1+K)},$$

with $K$ set by the conserved acceptor dose. The acceptors stay non-uniform for as long as the donor profile does.

If both dopants are mobile in a closed sample, zero flux gives $C=c\,e^{-\phi}$ and $B=k\,e^{\phi}$ with constants $c$ and $k$. Neutrality is then $2n_i\sinh\phi=c\,e^{-\phi}-k\,e^{\phi}$. The left side rises with $\phi$ and the right side falls, so a single value of $\phi$ solves it at every depth. Both dopants end up uniform, and the pileup and dip are transient.

**A worked example**

Take $T=1273$ K ($kT=0.1097$ eV), $n_i=10^{19}$ cm⁻³, an acceptor background of $10^{17}$ cm⁻³ with $D_B=1$ nm²/s, and a donor half-Gaussian of peak $5\times10^{19}$ cm⁻³, $s=50$ nm and $D_C=0.2$ nm²/s.

At the surface $C'=0$. In units of $n_i$, $N=4.99$, $S=\sqrt{4.99^2+4}=5.38$ and $N''=-5/2500$ nm⁻². Hence $\phi''=-3.72\times10^{-4}$ nm⁻², and the acceptors initially gain $3.72\times10^{-4}\times3600=1.34$ times $B_0$ per hour. Gain turns to loss at 69 nm, where $C=1.9\,n_i$; the donor profile itself has its inflection at 50 nm. Since $\phi''=0$ there, this is also where the field peaks, at 21 kV/cm. The acceptors there drift toward the surface at 0.019 nm/s, which would be 69 nm in an hour if it lasted.

The coupled equations then give, for the acceptors:

- after 0.25 h: $1.27\,B_0$ at the surface and a dip to $0.84\,B_0$ near 117 nm;
- after 1 h: $1.53\,B_0$ at the surface and a dip to $0.75\,B_0$ near 148 nm;
- after 4 h: $1.54\,B_0$ at the surface and a dip to $0.77\,B_0$ near 230 nm.

Between one and four hours the dip keeps moving deeper into the sample, while its size changes little. The surface value passes through a shallow maximum of about $1.57\,B_0$ near two hours and then starts to fall.

After one hour $2.8\times10^{11}$ acceptors per cm² have moved into the pileup, against $10^{12}$ cm⁻² initially in the top 100 nm. This is still short of equilibrium with the donor profile. The surface donor density is then $3.5\times10^{19}$ cm⁻³, which gives $n\approx3.75\,n_i$, so a frozen profile of that height in a deep sample would hold about $3.7\,B_0$ at the surface.

If the background is a donor instead, with all else unchanged, the pattern reverses: after one hour it is $0.59\,B_0$ at the surface, with a pileup of $1.28\,B_0$ near 160 nm.

**When the flat profile is good enough**

Keep the acceptor background and the one-hour time, and lower only the donor peak. The surface excess falls from 53% at $5\,n_i$ to 17% at $n_i$, 1.8% at $0.1\,n_i$ and 0.18% at $0.01\,n_i$. The last value follows from the weak-donor solution. There $S_0\approx2n_i$, $D^*=1.005$ nm²/s, $v_1=3940$ nm² and $v_2=9736$ nm², so

$$\frac{b}{B_0}=\frac{1}{2\times0.805}\times0.01\left(\frac{50}{\sqrt{3940}}-\frac{50}{\sqrt{9736}}\right)=0.0018 .$$

A flat background is therefore a fair approximation if $C\ll n_i$ at the process temperature. It is also fair if the background hardly moves, $D_Bt\ll s^2$, since the initial rates are at most of order $D_BB_0/s^2$ for donor peaks up to a few $n_i$. For much higher peaks the loss ahead of the donor is faster, and the time must be shorter still. In the example $D_BB_0/s^2$ is $1.44\,B_0$ per hour, against an initial surface gain of $1.34\,B_0$ per hour and a fastest initial loss, in the dip region, of $1.20\,B_0$ per hour.

The time criterion and the sizes above hold for a fixed donor dose with an initial width $s$. If the donor is instead fed from a source that holds its surface concentration fixed, there is no such width. The profiles then depend on $x/\sqrt t$ alone, so a short time does not help, and the size is set by the surface concentration and by $D_B/D_C$. With the surface held at $5\,n_i$ and the same diffusivities, the acceptors stand at about $2.2\,B_0$ at the surface with a dip to $0.69\,B_0$, unchanged from 0.25 h to 4 h while the dip moves inward.

**How this compares with real silicon**

The parameters are round numbers in the rough regime of an arsenic-like donor in boron-doped silicon near 1000 °C. An hour is a furnace step; rapid anneals last seconds or less and need their own calculation. The assumption that matters most among those I sized is constant diffusivity. Dopants move with the help of charged point defects, so their diffusivities depend on the Fermi level. If $D_C$ is scaled by $n/n_i$ and $D_B$ by $p/n_i$, with the intrinsic values unchanged, the one-hour surface excess drops from 53% to 15%. The largest value is then $1.17\,B_0$ at 54 nm, and the dip is $0.82\,B_0$ at 181 nm. This full scaling is the extreme case. If 20–60% of the intrinsic donor diffusivity and 5% of the acceptor diffusivity come from neutral defects and stay constant, the surface excess is 18–21%. The pattern survives, but its size should not be taken from the constant-$D$ model. Donor–acceptor pairing is also appreciable: a screened-Coulomb estimate gives about 0.14 paired acceptors per free one at the surface, and this depends exponentially on a rough binding energy of 0.43 eV. Electron degeneracy changes the surface and dip values by about 1%, and space charge changes $\phi$ by about $10^{-3}$ in the initial profile. Implantation damage, segregation into an oxide and band-gap narrowing are not included or sized.

For your model, solve both continuity equations together with the neutrality condition, and let the diffusivities follow the Fermi level where the donor concentration is comparable with $n_i$ or higher. The numerical output below lists both profiles at seven depths after one hour.

## Table of computed values

```
temperature 1273 K, kT 0.1097 eV, ni 1.0e+19 cm^-3
donor: peak 5.0e+19 cm^-3, width 50 nm, D 0.2 nm^2/s
background: 1.0e+17 cm^-3, D 1.0 nm^2/s
initial peak field 21.1 kV/cm at 69 nm
initial acceptor drift velocity there -0.0192 nm/s
initial gain turns to loss at 69.2 nm, donor there 1.92 ni
initial surface gain 1.34 of B0 per hour
fastest initial loss -1.20 of B0 per hour at 101 nm
electron density ratio, surface to deep, at start: 5.21
acceptor background (ratios to B0):
  0.25 h: surface 1.274, dip 0.845 at 116 nm
  1.00 h: surface 1.526, dip 0.752 at 149 nm
  4.00 h: surface 1.540, dip 0.766 at 231 nm
profiles after 1 h: depth nm, donor cm^-3, acceptor cm^-3
    0  3.50e+19  1.526e+17
   50  2.79e+19  1.300e+17
  100  1.37e+19  9.070e+16
  150  3.23e+18  7.524e+16
  200  3.03e+17  8.476e+16
  300  4.48e+14  9.863e+16
  400  6.31e+10  9.996e+16
acceptor dose moved into pileup, 1 h: 2.78e+11 cm^-2
donor background, 1 h: surface 0.591, pileup 1.282 at 161 nm
trend, acceptor background, 1 h:
  donor peak 0.01 ni: surface 1.0018, dip 0.9993
  donor peak 0.10 ni: surface 1.0179, dip 0.9926
  donor peak 1.00 ni: surface 1.1656, dip 0.9288
tests (largest relative errors):
  initial background rate 1.4e-03, donor rate 3.8e-04
  weak-donor solution 9.7e-05, equilibrium 6.8e-05
  sign change: formula 80.05 nm, solver 80.05 nm
  (weak-donor test: peak 0.001 ni, background 0.5 ni)
  coarse grid: surface 1.526, dip 0.752
neglected effects, 1 h:
  space charge: error in phi at start 1.2e-03
  degeneracy (Nc 2.5e+20 cm^-3): surface 1.541, dip 0.747
  Fermi-level-dependent D: surface 1.153, dip 0.817 at 181 nm
    its largest ratio 1.174 at 54 nm
  pairing: binding 0.43 eV, paired/free acceptors 0.14
  ten years at 400 K (barrier 3.5 eV): 1e-11 nm
```
